# Electron saturation speed in silicon from a single-time energy balance

## Problem

Electrons in a semiconductor are pulled by a strong, uniform electric field. They lose energy by emitting optical phonons, the high-energy vibrations of the lattice. Take the phonon energy to be $\omega = 63$ meV and the effective mass to be $m = 0.26$ free-electron masses, and use one collision time $\tau$ for the loss of both momentum and energy.

1. Find the steady drift speed at high field.
2. Explain what $\tau$ must do for this speed to be independent of the field.
3. Compare the result with silicon's rough value of $10^7$ cm/s and say what the difference means.

The algebra is in atomic units, $\hbar = e = m_e = 1$. The symbol $F$ is the magnitude of the force on an electron, so the electron's negative charge brings in no signs. The drift speed $v$ is the average velocity along the force, and $E$ is the mean kinetic energy, most of which can be random motion.

## Hints

**Hint 1.** Write one equation for the rate of change of the mean momentum $mv$ and one for the rate of change of $E$. Each has a gain from the field and a loss to collisions.

**Hint 2.** In the steady state both rates vanish. The two equations share the combination $F\tau$.

**Hint 3.** After finding $v$, go back and solve for $\tau$. Ask whether a fixed $\tau$ could satisfy both equations at two different fields.

**Hint 4.** Useful conversions are 1 hartree = 27.211 eV and 1 atomic unit of speed = $2.188\times10^8$ cm/s.

## Full solution

### The two balances

Suppose that a collision sends the electron off in a random direction. Averaged over many collisions, the momentum along the force is then zero afterwards. Collisions occur at the rate $1/\tau$, so they remove mean momentum at the rate $mv/\tau$, while the force supplies it at the rate $F$:

$$\frac{d(mv)}{dt} = F - \frac{mv}{\tau}.$$

The field does work on an electron at the rate force times velocity, which is $Fv$ on average. Suppose also that each collision emits one phonon and so removes the energy $\omega$:

$$\frac{dE}{dt} = Fv - \frac{\omega}{\tau}.$$

This is the single-time assumption: the same events, at the same rate, relax both quantities. It leaves out phonon absorption and every collision that changes the direction of motion without taking the full energy $\omega$.

### The steady speed

Setting the first rate to zero gives

$$F = \frac{mv}{\tau}.$$

Setting the second to zero gives $Fv = \omega/\tau$. Inserting $F$ from the momentum balance,

$$\frac{mv}{\tau}\,v = \frac{\omega}{\tau}.$$

The factor $1/\tau$ cancels because it is the same on both sides, and

$$mv^2 = \omega, \qquad v = \sqrt{\frac{\omega}{m}}.$$

In ordinary units this is $\sqrt{\hbar\omega/m}$. A larger phonon energy allows a faster drift, because each collision disposes of more of the energy supplied by the field. A larger mass gives a slower drift.

For the given numbers, $\omega = 0.063/27.211 = 0.002315$ hartree, so

$$v = \sqrt{\frac{0.002315}{0.26}} = 0.0944 \text{ a.u.} = 2.06\times10^7 \text{ cm/s}.$$

### Why the speed saturates

The field has dropped out of $v$, but it has not dropped out of the problem. The momentum balance gives $\tau = mv/F$, and with $v = \sqrt{\omega/m}$ this becomes

$$\tau = \frac{\sqrt{m\omega}}{F}.$$

The collision time must therefore fall as $1/F$. A fixed $\tau$ satisfies both balances at one field and no other.

What shortens $\tau$ is heating. A simple description gives the electron a fixed mean free path $\lambda$ between collisions. If its typical speed is $\sqrt{2E/m}$, the collision rate is

$$\frac{1}{\tau} = \frac{1}{\lambda}\sqrt{\frac{2E}{m}}.$$

Equating this to the required rate $F/\sqrt{m\omega}$ and squaring both sides,

$$\frac{2E}{m\lambda^2} = \frac{F^2}{m\omega}
\quad\Longrightarrow\quad
E = \frac{\lambda^2F^2}{2\omega}.$$

Doubling the field leaves the drift speed unchanged but makes the mean energy four times larger. Just after the field is raised, the extra work speeds up the drift, which overshoots its steady value. Collisions turn this directed motion into random motion. Meanwhile the mean energy and the collision rate rise, and the drift settles back to the speed at which the loss to phonons balances the gain.

The stability of this steady state is easiest to see when $E\gg\omega$. An electron then needs many collisions to lose its energy, so momentum settles much sooner than energy. One may then put $v = F\tau/m$ into the energy equation:

$$\frac{dE}{dt} \simeq \frac{F^2\tau}{m} - \frac{\omega}{\tau}.$$

If $E$ is too low, $\tau$ is too long. The gain then exceeds the loss and $E$ rises. If $E$ is too high, the inequality is reversed and $E$ falls.

Take a rough mean free path of 10 nm. A field of 0.10 MV/cm is 0.010 V/nm, so $F\lambda = 0.10$ eV and

$$E = \frac{(0.10)^2}{2(0.063)}\text{ eV} = 0.079\text{ eV}.$$

At 0.20 MV/cm the energy is 0.32 eV. The corresponding collision times are 30.5 fs and 15.3 fs. Integrating the two time-dependent equations from zero drift and an initial energy of 0.2 eV leads to these energies, and to $2.06\times10^7$ cm/s at both fields.

Now hold $\tau$ at 30.5 fs instead. The speed follows $v = F\tau/m$, so it doubles to $4.13\times10^7$ cm/s at 0.20 MV/cm. The energy, however, never settles. At 0.10 MV/cm the heating $F^2\tau/m$ equals $\omega/\tau$; at twice the field it is $4\omega/\tau$, and the net gain is

$$\frac{3\omega}{\tau} = \frac{3(0.063\text{ eV})}{30.5\text{ fs}} \approx 6.2\text{ eV/ps}.$$

Treating every electron as having the mean energy also sets a lower limit on the field. An electron cannot emit a phonon unless its energy exceeds $\omega$. Requiring $E>\omega$ in the formula above gives $F\lambda>\sqrt2\,\omega = 0.089$ eV, or about 0.09 MV/cm for this mean free path. The condition is barely met at 0.10 MV/cm. Near zero field the model fails altogether: it still predicts the saturated speed, whereas the drift must vanish with the field.

### Comparison with silicon

The estimate is 2.06 times the comparison speed of $10^7$ cm/s. It has the right order of magnitude, but a carrier transit time calculated from it would be too short by the same factor.

The balance can also be read backwards. If $m$ is kept at 0.26, the mean energy lost per momentum-relaxing collision that would give $10^7$ cm/s is $mv^2$. Since $v^2$ is proportional to this loss,

$$\frac{mv^2}{\omega} = \left(\frac{1}{2.064}\right)^2 = 0.235,
\qquad mv^2 = 0.0148\text{ eV}.$$

Within this model, silicon electrons would lose about a quarter of a 63 meV phonon each time their direction is randomized. This figure depends on holding the mass fixed: with the full 63 meV loss, a mass of $0.26\times(2.064)^2\approx1.1$ would give the same speed. The comparison therefore does not single out one cause. Both the loss per collision and the constant mass have to be questioned.

A less restricted calculation follows many electrons through free flights and random collisions, without using either balance equation. With the same phonon energy and mass, a phonon mean free path that tends to 10 nm at high energy, phonons at 300 K and a parabolic band (energy proportional to momentum squared), it gives $1.50\times10^7$ cm/s at 0.10 MV/cm and $1.65\times10^7$ cm/s at 0.20 MV/cm. The speed is still rising, so saturation is incomplete at these fields.

Real silicon departs from this picture in several ways. Its band is not parabolic at high energy. A rough nonparabolicity of 0.5 per eV, which changes both the velocity and the collision rate, lowers the speed at 0.20 MV/cm by 19%, to $1.34\times10^7$ cm/s. Silicon also has acoustic phonons and lower-energy phonons that scatter electrons between conduction-band valleys. As an illustration, add elastic collisions whose rate equals the phonon collision rate at energies far above $\omega$ and is larger than it near the emission threshold. They lower the speed further, to $0.89\times10^7$ cm/s. That ratio was not fitted to silicon, so the closeness to $10^7$ cm/s does not confirm it. An elastic mean free path of 10 nm would by itself limit the low-field mobility to $4\lambda/(3\sqrt{2\pi m k_BT})$, below 300 cm²/Vs at 300 K, whereas lightly doped silicon has roughly 1400 cm²/Vs. The added collisions also shorten the total path, so this speed is not yet saturated. The example shows the direction of these effects and that, within this model, they can add up to a factor of two. It does not show how they share that factor in silicon.

Other omissions matter less for these numbers:

- **Anisotropic mass.** The rough valley masses 0.19 and 0.98 give a conductivity mass of 0.26. If equally filled valleys are balanced separately, with the field along a cube axis, the speed changes by a factor of 0.95. Equal filling is itself an assumption. If transfer between valleys is slow, each valley fills in proportion to its collision time, $\tau\propto\sqrt{m}$ with $m$ the mass along the field. The heavy valleys gain electrons and the factor falls toward $3\sqrt{0.26}/(2\sqrt{0.19}+\sqrt{0.98}) = 0.82$. Frequent transfer brings it back close to 1.
- **Degeneracy.** At $10^{17}$ electrons per cm³ and 0.20 MV/cm, a Maxwellian distribution with the mean energy of the nonparabolic simulation would fill the states at the band bottom to about $3\times10^{-4}$, so electrons rarely block one another.
- **Tunnelling.** For a simple triangular barrier and a mass of 0.26, the exponent for tunnelling across the gap in a uniform field of 0.20 MV/cm is roughly 200. A two-band description of the barrier lowers this number, but the process remains negligible.
- **Breakdown.** A field of 0.20 MV/cm is two thirds of a rough breakdown field of 0.3 MV/cm. Here the band model matters: the fraction of electrons above the 1.12 eV gap is 6.5% in the parabolic band but below $10^{-4}$ in the nonparabolic one. Neither fraction is an ionization rate, and both depend strongly on the assumed 10 nm path, since a longer path makes the electrons much hotter. They should not be read as values for silicon.

## Variation 1: warm phonons and elastic collisions

**Question.** How does the speed change if phonons can also be absorbed, and if some collisions take no energy?

**Solution.** At temperature $T$ a phonon mode holds on average

$$n = \frac{1}{e^{\omega/k_BT}-1}$$

phonons. Emission has weight $n+1$ and absorption has weight $n$. For $E\gg\omega$ the numbers of available final states are nearly equal, so these weights give the probabilities directly. The mean energy lost per phonon collision is

$$\omega\,\frac{(n+1)-n}{(n+1)+n} = \frac{\omega}{2n+1}.$$

Now add elastic collisions at $r$ times the phonon collision rate. They randomize momentum but remove no energy, so the same loss is shared among $1+r$ times as many collisions:

$$\omega_{\rm loss} = \frac{\omega}{(2n+1)(1+r)}.$$

With $1/\tau$ now the total collision rate, the momentum balance is unchanged and the energy balance contains $\omega_{\rm loss}$ in place of $\omega$. Hence $v = \sqrt{\omega_{\rm loss}/m}$.

At 300 K, $n = 0.096$. Without elastic collisions the speed is multiplied by $1/\sqrt{1.192} = 0.916$, which gives $1.89\times10^7$ cm/s. At 400 K, with the other parameters held fixed, it is $1.76\times10^7$ cm/s. Warming lowers the speed because absorption returns energy to the electrons while still randomizing their momentum.

To reach $10^7$ cm/s at 300 K through elastic collisions alone, this formula needs $1+r = (1.89)^2\approx3.6$, or $r\approx2.6$. This is an inversion of the model and not a measured scattering ratio.

## Variation 2: a spread of electron energies

**Question.** The balances treat all electrons as having one typical energy. What prefactor replaces 1 when the energies are distributed?

**Solution.** Let $u = \sqrt{2E/m}$ be the speed of an electron whose individual energy is now called $E$, and let $\theta$ be the angle between its velocity and the force. Let $\lambda$ be the mean free path for all collisions together. For a nearly isotropic distribution, write

$$f = f_0(E) + f_1(E)\cos\theta, \qquad |f_1|\ll f_0.$$

The force changes $f_0$ at a rate set by $F\,\partial f_0/\partial p_z = Fu\cos\theta\,f_0'$, where $p_z$ is the momentum along the force. Isotropic collisions remove the directional part at the rate $u/\lambda$. In the steady state,

$$Fu f_0' = -\frac{u}{\lambda}f_1
\quad\Longrightarrow\quad f_1 = -F\lambda f_0'.$$

Next consider the flow of electrons along the energy axis. An electron gains energy at the rate $Fu\cos\theta$. The average of $\cos^2\theta$ over directions is $1/3$, so the upward flow per state is $Fuf_1/3$. Collisions cause a downward flow $(u/\lambda)\omega_{\rm loss}f_0$, to leading order in $\omega/E$. Equating the two and inserting $f_1$,

$$-\frac{F^2\lambda^2}{3}f_0' = \omega_{\rm loss}f_0
\quad\Longrightarrow\quad
f_0\propto e^{-E/T_e},\qquad
T_e = \frac{F^2\lambda^2}{3\omega_{\rm loss}}.$$

Here $T_e$ is an electron temperature in energy units. The mean energy $\tfrac32T_e = F^2\lambda^2/(2\omega_{\rm loss})$ has the same form as in the single-time model.

The drift speed is the average of $u\cos\theta$. Since $f_1 = (F\lambda/T_e)f_0$,

$$v = \frac{F\lambda}{3T_e}\langle u\rangle.$$

The number of states per unit energy is proportional to $\sqrt E$, so

$$\langle u\rangle = \sqrt{\frac2m}\,
\frac{\int_0^\infty E\,e^{-E/T_e}dE}{\int_0^\infty\sqrt E\,e^{-E/T_e}dE}
= \sqrt{\frac2m}\,\frac{T_e^2}{\tfrac{\sqrt\pi}{2}T_e^{3/2}}
= \sqrt{\frac{8T_e}{\pi m}}.$$

Finally, substitute $F\lambda = \sqrt{3\omega_{\rm loss}T_e}$:

$$v = \frac{\sqrt{3\omega_{\rm loss}T_e}}{3T_e}\sqrt{\frac{8T_e}{\pi m}}
= \sqrt{\frac{8\,\omega_{\rm loss}}{3\pi m}}.$$

The new prefactor is $\sqrt{8/(3\pi)} = 0.921$. At 300 K with $r=0$ the speed becomes $0.921\times1.89\times10^7 = 1.74\times10^7$ cm/s.

The derivation needs $f_1/f_0 = 3\omega_{\rm loss}/(F\lambda)\ll1$ and also $T_e\gg\omega$. The two conditions differ: at a fixed phonon path, raising $r$ leaves the first ratio unchanged but lowers $T_e$ as $1/(1+r)$. To approach that limit, the electron-by-electron simulation was run in a parabolic band at 0.80 MV/cm, with a phonon mean free path of 10 nm. This field lies above the rough breakdown value and serves as a mathematical limit, not a device condition. The simulated speed is $1.75\times10^7$ cm/s. With $r=1$ it is $1.22\times10^7$ cm/s, against $1.23\times10^7$ cm/s from the formula. In this limit the spread of energies accounts for an 8% reduction, much less than the factor of two between the first estimate and silicon. The full set of values is in the numerical output below.

## Numbers as computed

```
Phonon energy: 0.063 eV; mass: 0.26 m_e
Rough mean free path: 10.0 nm
Phonon energy in atomic units: 0.002315 hartree
Single-time speed: 0.09436 a.u. = 2.064e+07 cm/s
Silicon comparison speed: 1.0e+07 cm/s
Model / comparison speed: 2.064
Loss per collision needed for comparison: 0.0148 eV
Needed loss / phonon energy: 0.235
Balance equations with energy-dependent time:
  0.10 MV/cm: v 2.064e+07 cm/s, E 0.0794 eV, tau 30.52 fs
  0.20 MV/cm: v 2.064e+07 cm/s, E 0.3175 eV, tau 15.26 fs
Constant-time contrast, tau: 30.52 fs
  0.10 MV/cm: v 2.064e+07 cm/s
  0.20 MV/cm: v 4.129e+07 cm/s
  Energy drift at 0.20 MV/cm: 6.193 eV/ps
Phonons at 300 K: n 0.0958, speed factor 0.916, v 1.891e+07 cm/s
Phonons at 400 K: n 0.1916, speed factor 0.850, v 1.755e+07 cm/s
Energy-spread speed factor: 0.9213
Monte Carlo mathematical limit, 0.80 MV/cm:
  300 K phonons: v 1.746e+07 +/- 9.6e+04, formula 1.742e+07 cm/s
    mean energy 6.16, formula 6.05 eV
  cold phonons: v 1.884e+07 +/- 5.9e+04, formula 1.902e+07 cm/s
    mean energy 5.10, formula 5.08 eV
  300 K, elastic ratio 1: v 1.216e+07 +/- 6.2e+04, formula 1.232e+07 cm/s
    mean energy 3.09, formula 3.03 eV
Monte Carlo at device fields, 300 K, parabolic band:
  0.05 MV/cm: v 1.291e+07 cm/s, mean E 0.088 eV
  0.10 MV/cm: v 1.500e+07 cm/s, mean E 0.169 eV
  0.20 MV/cm: v 1.648e+07 cm/s, mean E 0.456 eV
Same with rough nonparabolicity 0.5 per eV:
  0.10 MV/cm: v 1.292e+07 cm/s, mean E 0.125 eV
  0.20 MV/cm: v 1.336e+07 cm/s, mean E 0.223 eV
Nonparabolic / parabolic speed at 0.20 MV/cm: 0.811
Adding elastic ratio 1 at 0.20 MV/cm: v 8.945e+06 cm/s, mean E 0.158 eV
Rough valley masses: 0.19, 0.98 m_e
Conductivity mass from valleys: 0.2598 m_e
Separate-valley speed factor: 0.952
Band-bottom filling at 1e+17 cm^-3: 2.57e-04
Fraction above rough 1.12 eV gap at 0.20 MV/cm: parabolic 6.54e-02, nonparabolic 6.17e-06
Interband tunnelling exponent at 0.20 MV/cm: 206.4
0.20 MV/cm / rough breakdown field 0.30 MV/cm: 0.67
```
